# Nuclear straggling at reduced energy one with the Thomas-Fermi scattering function

## Problem

An ion of charge number \(Z_1\), mass \(M_1\) and energy \(E\) crosses a thin layer of atoms \((Z_2,M_2)\). The reduced energy and the screening length are

\[
\varepsilon=\frac{a\,E}{Z_1Z_2e^2}\,\frac{M_2}{M_1+M_2},\qquad
a=\frac{0.8853\,a_0}{\sqrt{Z_1^{2/3}+Z_2^{2/3}}},
\]

where \(a_0\) is the Bohr radius and \(e^2\) stands for \(e^2/4\pi\epsilon_0\). A collision with centre-of-mass angle \(\theta\) transfers the energy

\[
T=T_m\sin^2\frac{\theta}{2}=T_m\frac{x^2}{\varepsilon^2},\qquad
x=\varepsilon\sin\frac{\theta}{2},\qquad
T_m=\frac{4M_1M_2}{(M_1+M_2)^2}E .
\]

The Winterbon-Sigmund-Sanders (WSS) cross-section, with its Thomas-Fermi parameters, is

\[
d\sigma=\pi a^2\frac{f(x)}{x^2}\,dx,\qquad
f(x)=\frac{\lambda x^{1/3}}{\left[1+(2\lambda x^{4/3})^{2/3}\right]^{3/2}},\qquad \lambda=1.309,
\]

for \(0<x<\varepsilon\). What fraction of its Rutherford value does the nuclear straggling reach at \(\varepsilon=1\)?

Collisions are taken as elastic, classical and independent, with target atoms at rest in random positions. "Straggling" means a variance here; the corresponding ratio of widths is the square root of the answer.

## The ratio to be found

Let the layer have thickness \(\Delta x\) and atom density \(N\), and let it be thin enough for \(d\sigma\) to stay fixed while the ion crosses it. The number of collisions with transfer near \(T\) is then a Poisson variable, whose mean and variance both equal \(N\Delta x\,d\sigma\). Each such collision costs \(T\), so this class adds \(T\,N\Delta x\,d\sigma\) to the mean loss and \(T^2N\Delta x\,d\sigma\) to its variance. Independent classes add, and the variance is \(N\Delta x\,W\) with

\[
W=\int T^2d\sigma
=\int_0^\varepsilon \frac{T_m^2x^4}{\varepsilon^4}\,\frac{\pi a^2f}{x^2}\,dx
=\frac{\pi a^2T_m^2}{\varepsilon^4}\int_0^\varepsilon x^2f(x)\,dx .
\]

For unscreened nuclei, the impact parameter is \(b=(a/2\varepsilon)\cot(\theta/2)\). Since \(\cot^2=1/\sin^2-1\), the cross-section for scattering beyond \(\theta\) is

\[
\pi b^2=\frac{\pi a^2}{4}\left(\frac1{x^2}-\frac1{\varepsilon^2}\right),
\qquad
d\sigma=\left|\frac{d(\pi b^2)}{dx}\right|dx=\frac{\pi a^2}{2x^3}\,dx .
\]

Comparison with the WSS form gives \(f_R=1/(2x)\). The integral of \(x^2f_R=x/2\) is \(\varepsilon^2/4\), so

\[
W_R=\frac{\pi a^2T_m^2}{4\varepsilon^2}
=4\pi Z_1^2Z_2^2e^4\left(\frac{M_1}{M_1+M_2}\right)^2 .
\]

Both \(E\) and \(a\) have cancelled. The mean loss contains \(\int f\,dx\), which diverges logarithmically at small \(x\) without screening; the factor \(x^2\) makes the straggling finite. Division gives

\[
R(\varepsilon)=\frac{W}{W_R}=\frac{4}{\varepsilon^2}\int_0^\varepsilon x^2f(x)\,dx .
\]

## First estimate by scaling

Define the screening factor \(h(x)=f/f_R=2xf(x)\). Then

\[
R(\varepsilon)=\int_0^\varepsilon h(x)\,\frac{2x}{\varepsilon^2}\,dx .
\]

The weight \(2x/\varepsilon^2\) integrates to one, so \(R\) is an average of \(h\) that favours hard collisions. To see how \(h\) scales, put

\[
c=(2\lambda)^{2/3}=1.8995,\qquad v=c\,x^{8/9}=(2\lambda x^{4/3})^{2/3}.
\]

Because \(2\lambda x^{4/3}=v^{3/2}\),

\[
h=\frac{v^{3/2}}{(1+v)^{3/2}}=\left(\frac{v}{1+v}\right)^{3/2}.
\]

This rises with \(x\), so its value at the upper end is an upper bound on \(R\). At \(\varepsilon=1\), \(v/(1+v)=1.8995/2.8995=0.6551\) and \(h(1)=0.530\).

A better estimate replaces \(h\) by a power law, \(h\approx h(\varepsilon)(x/\varepsilon)^k\), whose average is

\[
h(\varepsilon)\int_0^\varepsilon\left(\frac{x}{\varepsilon}\right)^k\frac{2x}{\varepsilon^2}dx=\frac{2}{2+k}\,h(\varepsilon).
\]

The local exponent is

\[
k(x)=\frac{d\ln h}{d\ln x}
=\frac32\cdot\frac{1}{1+v}\cdot\frac89
=\frac{4}{3(1+v)} ,
\]

since \(d\ln[v/(1+v)]/d\ln v=1/(1+v)\) and \(d\ln v/d\ln x=8/9\). At \(x=1\) it is \(k=1.333/2.8995=0.460\), which gives

\[
R(1)\approx\frac{2}{2.460}\times0.530=0.431 .
\]

The sign of the error is known. Towards small \(x\) the exponent grows from 0.460 to \(4/3\), so the true \(h\) falls faster than the power law with \(k=0.460\) and more slowly than the one with \(k=4/3\). The latter gives \(\tfrac35\times0.530=0.318\). Hence \(0.318<R(1)<0.431\).

## Exact solution

Use \(v\) as the variable and let \(s=c\,\varepsilon^{8/9}\) be its upper limit. From \(x^2=(v/c)^{9/4}\),

\[
2x\,dx=\frac94\,c^{-9/4}v^{5/4}dv,\qquad \varepsilon^2c^{9/4}=s^{9/4},
\]

and therefore

\[
R=\frac94\,s^{-9/4}I(s),\qquad
I(s)=\int_0^s\frac{v^{11/4}}{(1+v)^{3/2}}\,dv .
\]

For small \(s\), \(I\approx\frac{4}{15}s^{15/4}\). This suggests splitting off the factor that carries this behaviour:

\[
I(s)=\frac{s^{15/4}}{(1+s)^{3/2}}\,G(w),\qquad w=\frac{s}{1+s}.
\]

Differentiate with respect to \(s\). The left side gives \(s^{11/4}(1+s)^{-3/2}\). On the right, \(dw/ds=(1+s)^{-2}\), so that \(s\,dw/ds=w(1-w)\). After division by \(s^{11/4}(1+s)^{-3/2}\),

\[
1=\frac{15}{4}G-\frac32\,wG+w(1-w)G'(w).
\]

Since \(G\) is finite at \(w=0\), insert \(G=\sum g_nw^n\). The constant term gives \(g_0=4/15\). For \(n\ge1\), the coefficient of \(w^n\) is

\[
\frac{15}{4}g_n-\frac32g_{n-1}+n\,g_n-(n-1)g_{n-1}=0
\quad\Rightarrow\quad
\frac{g_n}{g_{n-1}}=\frac{n+\frac12}{n+\frac{15}{4}} .
\]

With \(p_n=g_n/g_0\) and \(\frac94\cdot\frac4{15}=\frac35\), the result is

\[
R(\varepsilon)=\frac35\,w^{3/2}\sum_{n=0}^{\infty}p_nw^n,\qquad
p_0=1,\quad \frac{p_n}{p_{n-1}}=\frac{n+\frac12}{n+\frac{15}{4}} .
\]

The series converges for every finite energy, because then \(w<1\). All terms are positive and each is less than \(w\) times the one before, so the remainder after a given term is less than that term times \(w/(1-w)\).

At \(\varepsilon=1\), \(w=0.6551\) and the prefactor is \(0.31815\). The first terms of the sum are

\[
1+0.2069+0.0589+0.0200+0.0076+0.0031+\dots
\]

The partial values of \(R\) are 0.318, 0.384, 0.403, 0.409, 0.4115 and 0.4125. After the term \(n=8\) the value is 0.41323, with a remainder below 0.00018. Thus

\[
R(1)=0.413 ,
\]

and the straggling is about 41 percent of its Rutherford value. Direct quadrature of the defining integral gives 0.41332.

## Comparison

The end-point value 0.530 is 28 percent above the exact result, and the power-law estimate 0.431 is 4 percent above it. The lower bound 0.318 is the first term of the series: it lets \(h\) fall from its end-point value with the low-energy exponent \(4/3\) over the whole range, and the later terms correct for the smaller exponent at larger \(x\).

Two limits show where \(\varepsilon=1\) lies. At low energy \(w\to s\), and \(s^{3/2}=2\lambda\varepsilon^{4/3}\), so

\[
R\to\frac{6\lambda}{5}\,\varepsilon^{4/3}.
\]

At high energy \(h=(1+1/v)^{-3/2}\approx1-3/(2v)\) over most of the range, and

\[
1-R\approx\frac{2}{\varepsilon^2}\int_0^\varepsilon\frac{3}{2c}\,x^{1-8/9}dx
=\frac{3}{c\,\varepsilon^2}\cdot\frac{9}{10}\,\varepsilon^{10/9}
=\frac{27}{10\,c\,\varepsilon^{8/9}} .
\]

The expansion fails where \(v\lesssim1\), but that region carries a weight of order \(\varepsilon^{-2}\), which is smaller than the term kept. At \(\varepsilon=0.01\) the low-energy law gives 0.0034 against the true 0.0033; at \(\varepsilon=100\) the high-energy law gives 0.976 against 0.977. At \(\varepsilon=1\) they give 1.57 and \(-0.42\), so neither limit is of use there.

## Antimony ions in antimony

For equal masses \(T_m=E\). With \(Z=51\) and \(a=0.008933\) nm, reduced energy one means

\[
E=\frac{2Z^2e^2}{a}=\frac{2\times2601\times1.43996}{0.008933}\ \text{eV}=838.5\ \text{keV}.
\]

A rough density of 6.7 g/cm³ and an atomic mass of about 122 u give about 33 atoms/nm³. The program's value, 33.14, is kept here only so that the arithmetic can be followed; a 10 nm layer then has \(N\Delta x=331.4\) nm⁻². The Rutherford value is \(W_R=\pi Z^4e^4=44.07\) keV² nm², and the WSS value is \(W=0.4133\,W_R=18.21\) keV² nm². The rms widths are

\[
\sqrt{331.4\times44.07}=120.8\ \text{keV},\qquad
\sqrt{331.4\times18.21}=77.7\ \text{keV}.
\]

The mean nuclear loss follows from \(\int T\,d\sigma=(\pi a^2T_m/\varepsilon^2)\int_0^\varepsilon f\,dx\). With \(\int_0^1f\,dx=0.3554\) this is 74.7 eV nm², or 24.8 keV in the layer.

The width is about three times the mean and a loss cannot be negative, so the distribution cannot be a Gaussian centred on the mean. An ion suffers on average 0.064 collisions with \(T>T_m/10\), yet these supply 96 percent of the variance. In a simulation of one million ions at fixed cross-section, 84 percent lost less than the mean.

This matters for what a detector would record. For equal masses the laboratory deflection is \(\theta/2\), so a collision with \(T>T_m/10\) turns the ion by more than \(\arcsin\sqrt{0.1}\approx18^\circ\). If all ions that had such a collision are excluded, the remaining variance is about 4 percent of the total, and the model's width drops to about 16 keV. A detector cuts on the exit angle rather than on single collisions; since later deflections can return a hard-hit ion to the cone, a cut at \(18^\circ\) leaves a somewhat larger width, roughly 19 to 20 keV.

## How far the number can be trusted

The largest error that was sized is in the cross-section itself. Classical orbits in the potential of a numerically solved Thomas-Fermi atom give \(R(1)=0.354\), so the WSS value is 17 percent higher. The same orbit calculation returns 1.00000 for a bare Coulomb potential. The ZBL universal potential, at the same ion energy, gives 0.371. The 41 percent therefore belongs to the WSS function; these two potentials give 35 to 37 percent, and widths of 72 to 74 keV instead of 78 keV.

The other effects sized are smaller:

- **Nuclear slowing down.** Updating the energy after each simulated collision changes the variance by \(-0.7\pm0.3\) percent (one standard error).
- **Electronic slowing down.** The Lindhard-Scharff loss is 11.6 keV, or 1.4 percent of the ion energy, and half that on average over the layer. Since \(dR/d\ln\varepsilon=4\varepsilon f-2R=0.23\) at \(\varepsilon=1\), this lowers the cross-section \(W\) by about 0.4 percent.
- **Electronic straggling.** Valence electrons excited one at a time, each receiving at most about 41 eV, give a variance of about \(10^{-4}\) of the nuclear one. This is too low for the whole electronic effect, because a close atomic collision excites many electrons at once. Estimates with a loss that depends on the impact parameter (Firsov, Oen-Robinson) give about 0.3 percent. Such losses are also largest in the collisions with large \(T\), and this correlation adds roughly 4 to 5 percent to the variance of the total loss if the whole inelastic loss \(Q\) is charged to the ion. If \(Q\) is taken from the relative motion, the ion bears only \(Q\cos^2(\theta/2)\) for equal masses, and the addition falls to about 3 percent.

The longer path of deflected ions through the layer is also left out of the result. It adds roughly 5 to 6 percent to the variance when every ion is counted. A transmission measurement misses the ions that stop in the layer or leave through its front face. They are only 0.1 to 0.2 percent of all ions, but their losses are so large that the variance of the transmitted ions is roughly 8 to 10 percent below the value for straight paths. To record this variance, the measurement must also tell the ions from recoiling target atoms, which here are the same element: for every 100 ions, about 5 recoils leave the back face with more than a tenth of the initial ion energy. Specific inner-shell excitations and channelling in crystalline grains have not been sized. Channelling breaks the assumption of random atomic positions, so the result applies to amorphous layers or to directions away from crystal axes and planes. The figures for impact-parameter-dependent electronic losses, path length, transmission and recoils are rough model estimates and are not part of the numerical output.

## Computed values

```
lambda = 1.309; c = (2 lambda)^(2/3) = 1.8995
x = 0.25: f WSS = 0.4257, Rutherford 1/(2x) = 2.0000
x = 0.50: f WSS = 0.3603, Rutherford 1/(2x) = 1.0000
x = 0.75: f WSS = 0.3062, Rutherford 1/(2x) = 0.6667
x = 1.00: f WSS = 0.2651, Rutherford 1/(2x) = 0.5000
series variable w at eps=1: 0.6551
prefactor (6/5) f(1): 0.31815
n = 0: term 1.00000, partial R 0.31815
n = 1: term 0.20688, partial R 0.38397
n = 2: term 0.05893, partial R 0.40271
n = 3: term 0.02002, partial R 0.40908
n = 4: term 0.00761, partial R 0.41150
n = 5: term 0.00314, partial R 0.41250
n = 6: term 0.00137, partial R 0.41294
n = 7: term 0.00063, partial R 0.41314
n = 8: term 0.00030, partial R 0.41323
bound on remainder after n = 8: 0.00018
R(1) by quadrature: 0.41332; sqrt(R) = 0.6429
eps = 0.01: R = 0.0033, low-energy law 0.0034, high-energy law -84.2109
eps = 0.1: R = 0.0560, low-energy law 0.0729, high-energy law -10.0054
eps = 1: R = 0.4133, low-energy law 1.5708, high-energy law -0.4214
eps = 10: R = 0.8502, low-energy law 33.8419, high-energy law 0.8164
eps = 100: R = 0.9771, low-energy law 729.1008, high-energy law 0.9763
R from orbits, bare Coulomb, eps=1: 1.00000
Thomas-Fermi atom, initial slope: -1.5881
R from orbits, Thomas-Fermi potential, eps=1: 0.3544
WSS relative to Thomas-Fermi orbits: +16.6 %
Sb on Sb: Z = 51, mass = 121.76 u, density = 6.7 g/cm3 (rough)
layer = 10 nm; atom density = 33.14 nm^-3
e^2/(4 pi eps0) = 1.43996 eV nm; a = 0.008933 nm
ion energy at eps=1: 838.5 keV
W Rutherford = 44.07 keV^2 nm^2
W WSS = 18.21 keV^2 nm^2
integral of f from 0 to 1: 0.3554
nuclear stopping cross-section: 74.7 eV nm^2
mean nuclear loss in layer: 24.8 keV
rms straggling, Rutherford: 120.8 keV
rms straggling, WSS: 77.7 keV
Monte Carlo: mean 24.7 keV, rms 77.5 keV
collisions per ion with T > Tmax/10: 0.0640
their share of the variance: 95.7 %
ions losing less than the mean: 83.6 %
slowing down changes variance by -0.70 +- 0.27 %
ZBL at same ion energy: eps = 1.0615, R = 0.3712
ion speed = 0.527, Fermi speed = 0.899 Bohr velocities
electronic loss in layer (Lindhard-Scharff): 11.6 keV
largest transfer to a valence electron: 40.9 eV
electronic/nuclear variance, estimate: 7.9e-05
```
